# Charge radius and point-proton radius of a spin-0 nucleus: helium-4: a program that tests the result

```python
"""
Result under test (hbar = c = 1), for a spin-0 nucleus with total spin S = 0
and one-body charge operators through order 1/M^2:
    r_ch^2 = r_pp^2 + r_p^2 + (N/Z) r_n^2 + 3/(4 M^2)
r_ch : rms charge radius of the nucleus
r_pp : rms radius of the proton centres about the centre of mass
r_p^2, r_n^2 : -6 times the slope of the Sachs electric form factors
M : nucleon mass;  Z, N : proton and neutron numbers
Lengths are in fm, so 1/M is the reduced Compton wavelength.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import k0, k1

# ---------- inputs ----------
fm = 1e-15
compton = const.hbar / (const.m_p * const.c) / fm
r_p = const.value("proton rms charge radius") / fm
mu_p = const.value("proton mag. mom. to nuclear magneton ratio")
mu_n = const.value("neutron mag. mom. to nuclear magneton ratio")
bohr = const.value("Bohr radius") / fm
Z_he, N_he = 2, 2
r_ch = 1.7        # rough measured size, fm
rn2 = -0.12       # rough measured size, fm^2
darwin_foldy = 0.75 * compton**2


def point_radius(charge_radius, Z, N):
    return np.sqrt(charge_radius**2 - r_p**2 - N / Z * rn2 - darwin_foldy)


# ---------- nucleon charge operator from Dirac spinors, M = 1 ----------
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], dtype=complex)
one, zero = np.eye(2), np.zeros((2, 2))
gamma0 = np.block([[one, zero], [zero, -one]]).astype(complex)
gammas = [np.block([[zero, s], [-s, zero]]) for s in sigma]


def spinor(p):
    energy = np.sqrt(1 + p @ p)
    lower = np.einsum("k,kij->ij", p, sigma) / (energy + 1)
    return np.sqrt((energy + 1) / (2 * energy)) * np.vstack([one, lower])


def charge_matrix(p_in, p_out, F1, F2):
    """2x2 spin matrix of the charge density, states normalized to one."""
    q = p_out - p_in
    vertex = F1 * gamma0
    for k in range(3):
        sigma_0k = 0.5j * (gamma0 @ gammas[k] - gammas[k] @ gamma0)
        vertex = vertex + 1j * sigma_0k * (-q[k]) * F2 / 2
    return spinor(p_out).conj().T @ gamma0 @ vertex @ spinor(p_in)


q_test = np.array([0.7, -0.4, 1.1])
tau = q_test @ q_test / 4
breit_error = 0.0
for F1, F2 in ((1.0, mu_p - 1), (0.0, mu_n)):
    expected = (F1 - tau * F2) / np.sqrt(1 + tau) * one
    found = charge_matrix(-q_test / 2, q_test / 2, F1, F2)
    breit_error = max(breit_error, np.max(np.abs(found - expected)))
assert breit_error < 1e-12

# Small momenta in a general frame; the remainder is of fourth order.
scale = 0.02
p_in = scale * np.array([0.3, -0.5, 0.8])
p_out = scale * np.array([-0.6, 0.4, 0.5])
q = p_out - p_in
scalar_coefficients = []
for F1, F2 in ((1.0, mu_p - 1), (0.0, mu_n)):
    rho = charge_matrix(p_in, p_out, F1, F2)
    G_E = F1 - (q @ q) * F2 / 4
    coefficient = (np.trace(rho).real / 2 - G_E) / (q @ q)
    scalar_coefficients.append(coefficient)
    assert abs(coefficient + F1 / 8) < 2e-3
    spin_part = np.array([np.trace(s @ rho) / 2 for s in sigma])
    spin_expected = 1j * (F1 + 2 * F2) / 4 * np.cross(q, p_in)
    assert (np.linalg.norm(spin_part - spin_expected)
            < 1e-2 * np.linalg.norm(spin_expected))

# ---------- position-space kernel of 1/sqrt(1 + q^2/(4 M^2)) ----------
for k in (0.3, 1.0, 2.5):   # k = q/(2M), x = 2 M r
    transform = quad(lambda x: 2 / np.pi * k1(x) * np.sin(k * x) / k,
                     0, 45, limit=300)[0]
    assert abs(transform - 1 / np.sqrt(1 + k * k)) < 1e-7

# ---------- direct folding of spherical densities ----------
# A kernel g enters through tail(x) = integral from x to infinity of t g(t).
x_nodes, x_weights = np.polynomial.legendre.leggauss(80)
x_nodes, x_weights = (x_nodes + 1) / 2, x_weights / 2
u = 8 * x_nodes**3
u_weights = 24 * x_nodes**2 * x_weights


def fold(density, tail):
    weights = u_weights * tail(u)

    def folded(r):
        r = np.maximum(np.abs(r), 1e-6)
        plus, minus = r[..., None] + u, r[..., None] - u
        integrand = plus * density(plus) + minus * density(np.abs(minus))
        return 2 * np.pi / r * (integrand @ weights)
    return folded


def gaussian(variance):
    return lambda r: (np.exp(-r**2 / (2 * variance))
                      / (2 * np.pi * variance)**1.5)


def proton_tail(x):         # exponential charge density of rms radius r_p
    a = np.sqrt(12) / r_p
    return a**3 / (8 * np.pi) * np.exp(-a * x) * (x / a + 1 / a**2)


outer_variance = 0.16       # negative outer cloud of the neutron, fm^2
inner_variance = outer_variance + rn2 / 3


def neutron_tail(x):        # positive core minus negative cloud
    return (inner_variance * gaussian(inner_variance)(x)
            - outer_variance * gaussian(outer_variance)(x))


def relativistic_tail(x):
    a = 2 / compton
    return a / (2 * np.pi**2) * k0(a * x)


def folded_charge_and_radius(Z, N, r_pp, r_nn):
    nodes, weights = np.polynomial.legendre.leggauss(120)
    r, w = 6 * (nodes + 1), 6 * weights
    protons = fold(gaussian(r_pp**2 / 3), relativistic_tail)
    neutrons = fold(gaussian(r_nn**2 / 3), relativistic_tail)
    density = (Z * fold(protons, proton_tail)(r)
               + N * fold(neutrons, neutron_tail)(r))
    charge = 4 * np.pi * np.sum(w * r**2 * density)
    second = 4 * np.pi * np.sum(w * r**4 * density)
    return charge, np.sqrt(second / Z)


r_pp = point_radius(r_ch, Z_he, N_he)
charge_he, radius_he = folded_charge_and_radius(Z_he, N_he, r_pp, r_pp)
assert abs(charge_he - Z_he) < 1e-5
assert abs(radius_he - r_ch) < 1e-5

Z_model, N_model, rpp_model, rnn_model = 2, 4, 1.8, 2.5
charge_model, radius_model = folded_charge_and_radius(
    Z_model, N_model, rpp_model, rnn_model)
formula_model = np.sqrt(rpp_model**2 + r_p**2
                        + N_model / Z_model * rn2 + darwin_foldy)
assert abs(charge_model - Z_model) < 1e-5
assert abs(radius_model - formula_model) < 1e-5

# ---------- spin-orbit radius term on an explicit orbital ----------
# Orbital (x + i y) exp(-r^2/2), spin up: <sigma.l> = 1.
# Operator i C sigma.(q x p) exp(i q.r); the derived shift is 2 C <sigma.l>.
h, hw = np.polynomial.hermite.hermgauss(24)
X, Y = np.meshgrid(h, h, indexing="ij")
W = np.outer(hw, hw)
orbital = X + 1j * Y
norm = np.sum(W * np.abs(orbital)**2)
px_orbital = -1j * (1 - X * orbital)
py_orbital = -1j * (1j - Y * orbital)
small_q = 1e-3
along_x = 1j * small_q * np.sum(
    W * orbital.conj() * np.exp(1j * small_q * X) * py_orbital) / norm
along_y = -1j * small_q * np.sum(
    W * orbital.conj() * np.exp(1j * small_q * Y) * px_orbital) / norm
# The direction z contributes zero to the average over three axes.
spin_orbit_shift = (-6 * (along_x + along_y) / 3 / small_q**2).real
assert abs(spin_orbit_shift - 2) < 1e-5
spin_orbit_scale = (2 * (mu_p + mu_n) - 1) * compton**2 / 2

# ---------- worked example ----------
proton_only = np.sqrt(r_ch**2 - r_p**2)
no_relativistic = np.sqrt(r_ch**2 - r_p**2 - N_he / Z_he * rn2)
wrong_sign = np.sqrt(r_ch**2 - r_p**2 + N_he / Z_he * rn2 - darwin_foldy)
low, high = (point_radius(r, Z_he, N_he) for r in (1.65, 1.75))

print("HELIUM-4: INPUTS")
print(f"Z = {Z_he}, N = {N_he}, N/Z = {N_he / Z_he:.1f}")
print(f"charge radius r_ch (rough measured) = {r_ch:.1f} fm")
print(f"neutron r_n^2 (rough measured) = {rn2:.2f} fm^2")
print(f"proton charge radius r_p = {r_p:.4f} fm")
print(f"1/M (proton reduced Compton wavelength) = {compton:.5f} fm")
print(f"proton moment = {mu_p:.4f} nuclear magnetons")
print(f"neutron moment = {mu_n:.4f} nuclear magnetons")
print("HELIUM-4: TERMS AND RESULT")
print(f"r_ch^2 = {r_ch**2:.4f} fm^2")
print(f"r_p^2 = {r_p**2:.4f} fm^2")
print(f"(N/Z) r_n^2 = {N_he / Z_he * rn2:.4f} fm^2")
print(f"3/(4 M^2) = {darwin_foldy:.4f} fm^2")
print(f"r_pp^2 = {r_pp**2:.4f} fm^2")
print(f"r_pp = {r_pp:.4f} fm")
print(f"r_pp = {r_pp / bohr:.3e} bohr")
print(f"r_pp for r_ch = 1.65 fm: {low:.4f} fm")
print(f"r_pp for r_ch = 1.75 fm: {high:.4f} fm")
print(f"r_pp, only proton size removed = {proton_only:.4f} fm")
print(f"r_pp, 3/(4 M^2) omitted = {no_relativistic:.4f} fm")
print(f"r_pp, neutron sign reversed (wrong) = {wrong_sign:.4f} fm")
print("spin-orbit shift per unit <sigma.l> per nucleon,")
print(f"  equal for p and n, N = Z: {spin_orbit_scale:.4f} fm^2")
print("TESTS")
print(f"Breit-frame largest error = {breit_error:.1e} (dimensionless)")
print("q^2 coefficient beyond G_E, units 1/M^2 (general frame):")
print(f"  proton {scalar_coefficients[0]:.5f}")
print(f"  neutron {scalar_coefficients[1]:.5f}")
print(f"folded helium-4 charge = {charge_he:.6f} e")
print(f"folded helium-4 charge radius = {radius_he:.6f} fm")
print(f"unequal model: Z = {Z_model}, N = {N_model}")
print(f"  point-proton radius = {rpp_model:.1f} fm")
print(f"  point-neutron radius = {rnn_model:.1f} fm")
print(f"  charge radius from folding = {radius_model:.6f} fm")
print(f"  charge radius from formula = {formula_model:.6f} fm")
print(f"spin-orbit shift / C, p orbital = {spin_orbit_shift:.6f}")
print("  (dimensionless; derived value is 2)")
print("ALL CHECKS PASSED")
```

Running it gives:

```
HELIUM-4: INPUTS
Z = 2, N = 2, N/Z = 1.0
charge radius r_ch (rough measured) = 1.7 fm
neutron r_n^2 (rough measured) = -0.12 fm^2
proton charge radius r_p = 0.8407 fm
1/M (proton reduced Compton wavelength) = 0.21031 fm
proton moment = 2.7928 nuclear magnetons
neutron moment = -1.9130 nuclear magnetons
HELIUM-4: TERMS AND RESULT
r_ch^2 = 2.8900 fm^2
r_p^2 = 0.7069 fm^2
(N/Z) r_n^2 = -0.1200 fm^2
3/(4 M^2) = 0.0332 fm^2
r_pp^2 = 2.2700 fm^2
r_pp = 1.5066 fm
r_pp = 2.847e-05 bohr
r_pp for r_ch = 1.65 fm: 1.4500 fm
r_pp for r_ch = 1.75 fm: 1.5628 fm
r_pp, only proton size removed = 1.4775 fm
r_pp, 3/(4 M^2) omitted = 1.5176 fm
r_pp, neutron sign reversed (wrong) = 1.4248 fm
spin-orbit shift per unit <sigma.l> per nucleon,
  equal for p and n, N = Z: 0.0168 fm^2
TESTS
Breit-frame largest error = 1.1e-16 (dimensionless)
q^2 coefficient beyond G_E, units 1/M^2 (general frame):
  proton -0.12489
  neutron -0.00008
folded helium-4 charge = 2.000000 e
folded helium-4 charge radius = 1.700000 fm
unequal model: Z = 2, N = 4
  point-proton radius = 1.8 fm
  point-neutron radius = 2.5 fm
  charge radius from folding = 1.933916 fm
  charge radius from formula = 1.933916 fm
spin-orbit shift / C, p orbital = 2.000000
  (dimensionless; derived value is 2)
ALL CHECKS PASSED
```
